**Thermal emission time of a trapped electron**

The mean emission time is τ = exp(E/kT)/ν, where E is the trap depth below the conduction-band edge, kT the thermal energy and ν the attempt frequency. For E = 0.6 eV, T = 300 K and ν = 10¹² per second, the output gives 12.01 ms. The program asserts that the rate from detailed balance, with the free-electron density obtained by quadrature of the full Fermi function, agrees with the formula for three Fermi levels well below the band edge. It also asserts that the formula fails when the Fermi level is at the edge, where the ratio is 0.765. Numerical integration of the decay confirms the mean wait, the half-life and the fraction left after τ, and an explicit sum confirms the mean number of attempts for a 0.1 eV trap. A finite difference confirms the temperature sensitivity at fixed ν. For a constant density of states, quadrature confirms that the energy window emptied between two times is kT ln(t₂/t₁), which is 0.119 eV from 1 ms to 100 ms.

## Verification by program

```python
# Result under test: the mean thermal emission time of a trapped electron is
#   tau = exp(E / kT) / nu,   about 12 ms for E = 0.6 eV, T = 300 K, nu = 1e12 /s.
# E: trap depth below the conduction-band edge (eV); kT: thermal energy (eV);
# nu: attempt frequency (1/s), equal to capture coefficient times effective
# density of band states. The band edge is the zero of energy.
# Assumed: nondegenerate band, no recapture during decay, no field lowering.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

k_ev = const.k / const.e
temperature = 300.0
depth = 0.6
nu = 1.0e12
kT = k_ev * temperature


def emission_time(trap_depth, temp=temperature):
    return np.exp(trap_depth / (k_ev * temp)) / nu


tau = emission_time(depth)
assert 0.0115 < tau < 0.0125

# Model parabolic band, used to test the detailed-balance derivation.
mass_ratio = 0.3
mass = mass_ratio * const.m_e
kT_joule = const.k * temperature
band_states = 2 * (mass * kT_joule / (2 * np.pi * const.hbar**2))**1.5
capture = nu / band_states


def free_density(fermi_depth):
    """Electron density (1/m^3) by quadrature of the full Fermi function."""
    d = fermi_depth / kT
    prefactor = (2 * mass * kT_joule / const.hbar**2)**1.5 / (2 * np.pi**2)
    # substitution: energy / kT = u^2
    value, _ = quad(lambda u: 2 * u**2 / (np.exp(u**2 + d) + 1),
                    0, 8, epsabs=0, epsrel=1e-10, limit=200)
    return prefactor * value


def balance_rate(fermi_depth):
    """Emission rate that balances capture in equilibrium."""
    x = (fermi_depth - depth) / kT  # (trap level - Fermi level) / kT
    filled = 1 / (1 + np.exp(x))
    empty = 1 / (1 + np.exp(-x))
    return capture * free_density(fermi_depth) * empty / filled


# The neglected degeneracy correction is below 1e-5 for these Fermi levels.
fermi_depths = (0.3, 0.5, 0.7)
balance_ratios = [balance_rate(d) * tau for d in fermi_depths]
for ratio in balance_ratios:
    assert abs(ratio - 1) < 1e-5
# With the Fermi level at the band edge the nondegenerate form must fail.
degenerate_ratio = balance_rate(0.0) * tau
assert degenerate_ratio < 0.9

# Integrate the decay and its time integral, using the balance rate.
rate = balance_rate(0.5)
decay = solve_ivp(lambda t, y: [-rate * y[0], y[0]], (0, 40 * tau), [1.0, 0.0],
                  method="DOP853", rtol=1e-10, atol=1e-13,
                  t_eval=[tau * np.log(2), tau, 40 * tau])
assert decay.success
half_left, tau_left = decay.y[0, 0], decay.y[0, 1]
mean_wait = decay.y[1, 2]
assert abs(half_left - 0.5) < 1e-5
assert abs(tau_left - np.exp(-1)) < 1e-5
assert abs(mean_wait / tau - 1) < 1e-5

# Attempt picture: explicit mean over the number of attempts, shallow trap.
shallow = 0.1
success = np.exp(-shallow / kT)
attempts = np.arange(1, 5001)
mean_attempts = np.sum(attempts * success * (1 - success)**(attempts - 1))
assert abs(mean_attempts / nu / emission_time(shallow) - 1) < 1e-9

# Temperature sensitivity at fixed nu, by central difference.
step = 0.01
slope = (np.log(emission_time(depth, temperature + step))
         - np.log(emission_time(depth, temperature - step))) / (2 * step)
assert abs(slope / (-depth / (kT * temperature)) - 1) < 1e-6

# Energy width emptied between two times for a constant density of states.
t1, t2 = 1e-3, 1e-1


def emptied_width(t):
    value, _ = quad(lambda e: -np.expm1(-t / emission_time(e)), 0, 1.5,
                    points=[0.4, 0.5, 0.6, 0.7, 0.8], epsabs=1e-11, limit=300)
    return value


window = emptied_width(t2) - emptied_width(t1)
assert abs(window - kT * np.log(t2 / t1)) < 1e-8

print(f"Temperature: {temperature:.0f} K")
print(f"Trap depth: {depth:.1f} eV")
print(f"Attempt frequency: {nu:.1e} 1/s")
print(f"Boltzmann constant: {k_ev:.6e} eV/K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Exponent E/kT: {depth / kT:.4f} (no unit)")
print(f"exp(E/kT), mean number of attempts: {np.exp(depth / kT):.4e} (no unit)")
print(f"Time per attempt: {1 / nu:.1e} s")
print(f"Emission rate: {1 / tau:.2f} 1/s")
print(f"Emission time tau: {tau:.5f} s")
print(f"Emission time tau, converted: {tau * 1e3:.2f} ms")
print(f"Half-life: {tau * np.log(2):.5f} s")
print(f"Mean wait from integrated decay: {mean_wait:.5f} s")
print(f"Fraction left at tau, integrated decay: {tau_left:.5f} (no unit)")
print(f"Model band mass: {mass_ratio:.1f} electron masses")
print(f"Effective density of band states: {band_states * 1e-6:.3e} 1/cm^3")
print(f"Capture coefficient giving nu: {capture * 1e6:.3e} cm^3/s")
for d, ratio in zip(fermi_depths, balance_ratios):
    print(f"Balance rate / formula, Fermi level {d:.1f} eV down: {ratio:.6f}")
print(f"Balance rate / formula, Fermi level at edge: {degenerate_ratio:.3f}")
print(f"Mean attempts, 0.1 eV trap, explicit sum: {mean_attempts:.2f} (no unit)")
for e in (0.5, 0.7):
    print(f"Emission time, depth {e:.1f} eV: {emission_time(e):.3e} s")
for e in (0.5, 0.6, 0.7):
    left = np.exp(-tau / emission_time(e))
    print(f"Fraction filled after tau, depth {e:.1f} eV: {left:.3e} (no unit)")
print(f"Factor in tau for 0.01 eV more depth: "
      f"{emission_time(depth + 0.01) / tau:.3f} (no unit)")
print(f"Depth per decade of time: {kT * np.log(10):.5f} eV")
print(f"d ln(tau)/dT at fixed nu: {slope:.5f} 1/K")
print(f"Emission time at 310 K, fixed nu: {emission_time(depth, 310.0):.5f} s")
print(f"Scan start and end times: {t1:.3f} s, {t2:.3f} s")
print(f"Energy window scanned, by quadrature: {window:.5f} eV")
print("finished without a failed check")
```

Running it gives:

```
Temperature: 300 K
Trap depth: 0.6 eV
Attempt frequency: 1.0e+12 1/s
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kT: 0.025852 eV
Exponent E/kT: 23.2090 (no unit)
exp(E/kT), mean number of attempts: 1.2010e+10 (no unit)
Time per attempt: 1.0e-12 s
Emission rate: 83.26 1/s
Emission time tau: 0.01201 s
Emission time tau, converted: 12.01 ms
Half-life: 0.00832 s
Mean wait from integrated decay: 0.01201 s
Fraction left at tau, integrated decay: 0.36788 (no unit)
Model band mass: 0.3 electron masses
Effective density of band states: 4.123e+18 1/cm^3
Capture coefficient giving nu: 2.425e-07 cm^3/s
Balance rate / formula, Fermi level 0.3 eV down: 0.999997
Balance rate / formula, Fermi level 0.5 eV down: 1.000000
Balance rate / formula, Fermi level 0.7 eV down: 1.000000
Balance rate / formula, Fermi level at edge: 0.765
Mean attempts, 0.1 eV trap, explicit sum: 47.85 (no unit)
Emission time, depth 0.5 eV: 2.510e-04 s
Emission time, depth 0.7 eV: 5.748e-01 s
Fraction filled after tau, depth 0.5 eV: 1.648e-21 (no unit)
Fraction filled after tau, depth 0.6 eV: 3.679e-01 (no unit)
Fraction filled after tau, depth 0.7 eV: 9.793e-01 (no unit)
Factor in tau for 0.01 eV more depth: 1.472 (no unit)
Depth per decade of time: 0.05953 eV
d ln(tau)/dT at fixed nu: -0.07736 1/K
Emission time at 310 K, fixed nu: 0.00568 s
Scan start and end times: 0.001 s, 0.100 s
Energy window scanned, by quadrature: 0.11905 eV
finished without a failed check
```
